\section*{Heat conductance of a perfectly transmitting phonon channel and a silicon beam}

\section*{Setting}

A long uniform guide joins two heat baths at temperatures $T_L$ (left) and $T_R$ (right). One branch of its vibrations, with angular frequency $\omega(k)$ at wave number $k$, is called a channel. The assumptions are:
\begin{itemize}
\item The vibrations are harmonic, so phonons do not scatter from one another.
\item For $k>0$ the branch rises from $\omega=0$ to a top frequency $\omega_m$, so there is one right-moving wave at each frequency below $\omega_m$. A branch that starts at zero frequency is called acoustic or gapless.
\item Waves that leave a bath carry the Bose occupation of that bath, $n(\omega,T)=1/(e^{\hbar\omega/k_BT}-1)$.
\item A wave of frequency $\omega$ crosses from bath to bath with probability $\mathcal T(\omega)$. Perfect transmission means $\mathcal T=1$.
\end{itemize}
Heat current $J$ is positive from left to right. The conductance is $G=J/(T_L-T_R)$ for a vanishing temperature difference. Planck's constant is $h=2\pi\hbar$.

\section*{(a) The heat current}

\textbf{Question.} Express $J$ as an integral over frequency. What becomes of the sound speed?

\textbf{Solution.} In a guide of length $L$ with periodic ends, allowed wave numbers are spaced by $2\pi/L$, so an interval $dk$ holds $L\,dk/2\pi$ modes. Each mode has energy $\hbar\omega(n+\tfrac12)$ spread over $L$, and this energy moves at the group velocity $v=d\omega/dk$. The current launched by the left bath and transmitted is
\begin{equation}
J_{L}=\int_0^{k_m}\frac{dk}{2\pi}\,v\,\hbar\omega\left[n(\omega,T_L)+\tfrac12\right]\mathcal T(\omega).
\end{equation}
The right bath sends the same expression with $T_R$ the other way. The transmission is the same in both directions, because energy conservation makes the two-by-two scattering matrix at each frequency unitary, and its two off-diagonal elements then have equal modulus. On subtraction the terms $\tfrac12$ cancel. Since $v\,dk=d\omega$,
\begin{equation}
J=\frac1{2\pi}\int_0^{\omega_m}d\omega\,\hbar\omega\,\mathcal T(\omega)\,[n(\omega,T_L)-n(\omega,T_R)].
\label{J}
\end{equation}
The speed has dropped out. A slow branch has more modes per unit frequency, but each delivers its energy more slowly, and the two factors are reciprocal.

\section*{(b) The conductance at low temperature}

\textbf{Question.} Find $G$ for $\mathcal T=1$ and $k_BT\ll\hbar\omega_m$.

\textbf{Solution.} Put $x=\hbar\omega/k_BT$. Because $\partial x/\partial T=-x/T$,
\begin{equation}
\frac{\partial n}{\partial T}=-\frac{e^x}{(e^x-1)^2}\left(-\frac xT\right)=\frac1T\,\frac{x\,e^x}{(e^x-1)^2}.
\end{equation}
With $\hbar\omega=k_BT\,x$ and $d\omega=(k_BT/\hbar)\,dx$, equation (\ref{J}) gives
\begin{equation}
G=\frac{k_B^2T}{h}\int_0^{x_m}\!dx\,\mathcal T\,W(x),\qquad W(x)=\frac{x^2e^x}{(e^x-1)^2},\qquad x_m=\frac{\hbar\omega_m}{k_BT}.
\label{G}
\end{equation}
At low temperature $x_m\to\infty$. The factor $e^x/(e^x-1)^2$ is the derivative of $-1/(e^x-1)$, so integration by parts gives
\begin{equation}
\int_0^\infty W\,dx=\left[-\frac{x^2}{e^x-1}\right]_0^\infty+2\int_0^\infty\frac{x\,dx}{e^x-1}.
\end{equation}
The bracket vanishes at both ends: it behaves as $-x$ near zero and decays exponentially at infinity. Expanding $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ and using $\int_0^\infty xe^{-nx}dx=1/n^2$ leaves $2\sum_{n\ge1}1/n^2$.

This sum follows from the Fourier series of $f(y)=y$ on $(-\pi,\pi)$. Its coefficients are $c_0=0$ and $c_n=i(-1)^n/n$. Parseval's relation equates $\sum_n|c_n|^2=2\sum_{n\ge1}1/n^2$ to the mean of $y^2$, which is $\pi^2/3$. Hence
\begin{equation}
\boxed{G_0(T)=\frac{\pi^2k_B^2T}{3h}}
\label{G0}
\end{equation}
Direct quadrature of $W$ gives $3.289868$, which is $\pi^2/3$ to the digits shown. Numerically $G_0/T=9.464\times10^{-13}\ \mathrm{W/K^2}$. Neither the material nor the form of $\omega(k)$ enters.

\section*{(c) How low is low, and how small is small?}

\textbf{Question.} Find the heat share carried above a given frequency, the high-temperature limit, and the current at a finite temperature difference.

\textbf{Solution.} Repeat the integration by parts from $X$ to infinity. The boundary term is now $X^2/(e^X-1)$, and
\begin{equation}
\int_X^\infty\frac{x\,dx}{e^x-1}=\sum_{n\ge1}\left(\frac Xn+\frac1{n^2}\right)e^{-nX}=-X\ln(1-e^{-X})+\mathrm{Li}_2(e^{-X}),
\end{equation}
where $\mathrm{Li}_2(z)=\sum_{n\ge1} z^n/n^2$. The share of $G_0$ carried above $X$ is therefore
\begin{equation}
R(X)=\frac3{\pi^2}\left[\frac{X^2}{e^X-1}-2X\ln(1-e^{-X})+2\,\mathrm{Li}_2(e^{-X})\right].
\label{R}
\end{equation}
For large $X$ the $n=1$ terms dominate and $R\simeq(3/\pi^2)(X^2+2X+2)e^{-X}$. A branch that ends at $x_m$ thus falls short of $G_0$ by an exponentially small share $R(x_m)$. A perfectly transmitting branch that rises from a gap at $X$ adds $R(X)$ quanta. Half of the heat flows below $x=1.79$.

In the opposite limit, $k_BT\gg\hbar\omega_m$, all $x$ in (\ref{G}) are small and $W\to1$. Then $G\to(k_B^2T/h)\,x_m=k_B\omega_m/2\pi$, which depends on the material and no longer on $T$.

For a finite temperature difference at low temperature, (\ref{J}) contains $\int_0^\infty x\,dx/(e^x-1)=\pi^2/6$ for each bath:
\begin{equation}
J=\frac{\pi^2k_B^2}{6h}\,(T_L^2-T_R^2)=G_0\!\left(\frac{T_L+T_R}2\right)(T_L-T_R).
\label{finite}
\end{equation}
With $x_m\to\infty$, linear response taken at the mean temperature holds for any difference.

\section*{(d) The same current without counting modes}

\textbf{Question.} Equation (\ref{J}) assumed that each bath fills the waves leaving it. How can (\ref{finite}) be checked from the equations of motion alone?

\textbf{Solution.} Take a chain of masses $m$ joined by springs $K$. Prepare its left and right halves in separate thermal states, then join them at time zero. Let sites 0 and 1 lie on either side of the joint, with displacements $u_0,u_1$ and momenta $p_0,p_1$. Assign half of the joint spring's energy to the right half. The spring pushes site 1 with force $K(u_0-u_1)$, so the right half gains energy at the rate
\begin{align}
J&=\left\langle K(u_0-u_1)\frac{p_1}m+\frac{d}{dt}\,\frac K4(u_0-u_1)^2\right\rangle\nonumber\\
&=\left\langle K(u_0-u_1)\left[\frac{p_1}m+\frac{p_0-p_1}{2m}\right]\right\rangle
=\frac K{2m}\langle(u_0-u_1)(p_0+p_1)\rangle .
\end{align}
The motion is linear, so this average follows at any time from the initial thermal correlations of positions and momenta. No occupation of travelling waves is assumed.

The calculation used 300 sites in each half and temperatures $0.12$ and $0.08$ in units of $\hbar\sqrt{K/m}/k_B$. The top frequency is $2\sqrt{K/m}$, so $x_m=2/0.12\approx17$ even on the hot side. Before joining, each half was held by a wall at the joint and its far end was free. At times 150, 200 and 250, in units of $\sqrt{m/K}$, the current divided by (\ref{finite}) was $0.99999$, $0.99999$ and $1.00000$. The fastest waves cross one site per time unit, so the far ends had not yet made themselves felt.

The preparation matters at such times. With free ends at the joint and fixed far ends, the largest deviation was 37\,\%. The far ends are then fixed, so all stretches add up to zero and the new spring starts with minus the sum of the others. Its stretch is therefore correlated with the waves that later reach the joint from both halves. The two halves contribute to the current with opposite signs and in proportion to their temperatures, so a part proportional to $T_L-T_R$ remains. It does not grow with the length of the halves. If one spring alone is stretched by one unit at time zero in a long chain, its stretch at time $t$, in the same units, is $\frac1{2\pi}\int_{-\pi}^{\pi}\cos[2t\sin(k/2)]\,dk=J_0(2t)$, a Bessel function. It oscillates at the top frequency and decays only as $t^{-1/2}$, so the disturbance lingers at the joint.

\section*{(e) A silicon beam}

\textbf{Question.} An undoped silicon beam along [100] has a square section of width $w=100$ nm and length $5\ \mu$m. How many quanta does it carry at $0.1$ K if its ends transmit perfectly?

\textbf{Solution.} Count the motions that cost no energy at $k=0$, where the displacement does not vary along the beam. Zero strain then requires a constant axial displacement and a rigid motion of the section in its plane. That makes one axial translation, two transverse translations and one rotation about the axis. They begin the longitudinal, two bending and torsional branches: four gapless channels.

For long waves the bending branches follow $\omega=v_\ell wk^2/\sqrt{12}$, where $v_\ell=\sqrt{E/\rho}$ is the longitudinal speed, $E$ is Young's modulus and $\rho$ the density. This comes from the beam equation $\rho w^2\ddot y=-E(w^4/12)\,y''''$. Part (a) shows that such a branch still carries one quantum, although its velocity vanishes at $k=0$.

The next branches are gapped. One candidate is an axial shear motion $u_z\propto\sin(\pi x/w)$ with $-w/2<x<w/2$. Its shear strain vanishes at the free faces $x=\pm w/2$, and its frequency is $\omega=\pi v_s/w$, with $v_s$ the bulk shear speed. The same motion exists along $y$.

The example adopts the inputs $C_{11},C_{12},C_{44}=166,64,80$ GPa and $\rho=2330\ \mathrm{kg/m^3}$, which are close to those of silicon. Digits derived from them serve for comparison with the program, not as a forecast for a real beam. The inputs give $v_s=5860$ m/s, $E=130.4$ GPa and $v_\ell=7481$ m/s. The estimate $v_s/2w=29.3$ GHz agrees with the onset of the fifth branch found by diagonalizing the elastic equations of the whole beam, 29.30 GHz. As a temperature, $\hbar\omega/k_B=1.406$ K. At $0.1$ K this is $X=14.06$, and one branch opening there adds about $5\times10^{-5}$ quanta.

Four channels therefore carry
\begin{equation}
4G_0=4\times9.464\times10^{-14}\ \mathrm{W/K}=3.786\times10^{-13}\ \mathrm{W/K}.
\end{equation}
Between baths at $0.11$ and $0.09$ K, (\ref{finite}) gives $3.786\times10^{-13}\times0.02=7.57\times10^{-15}$ W, or 7.57 fW.

As a test of the cancelled speed, the heat was also summed over wave number, with frequencies and group velocities taken from the computed elastic waves. The sum is $4.0003$ quanta at both $0.05$ and $0.1$ K. At $0.05$ K the onset lies at $X\approx28$, where (\ref{R}) is of order $10^{-10}$, so the excess there is numerical error of the sum.

\section*{(f) Contacts that reflect long waves}

\textbf{Question.} Each end widens into a horn of area $S(z)=S_0\cosh^2(z/l)$, where $z\ge0$ is measured from the end of the beam. What do two such contacts transmit?

\textbf{Solution.} Treat the horn as endless and one-dimensional. This supposes that the section widens gradually and is narrow compared with the wavelength, which fails far out in the horn, so the result is a model. A longitudinal displacement $u$ then obeys $(Su')'+k^2Su=0$ with $k=\omega/v_\ell$. Write $a=\sqrt S$ and $u=\psi/a$. Then $Su'=a\psi'-a'\psi$, whose derivative is $a\psi''-a''\psi$, so
\begin{equation}
\psi''+\left(k^2-\frac{a''}a\right)\psi=0,\qquad \frac{a''}a=\frac1{l^2}.
\label{horn}
\end{equation}
For $k<1/l$ the wave decays into the horn and is fully reflected. For $k>1/l$ it travels with wave number $q=\sqrt{k^2-1/l^2}$. Displacement and force are continuous at $z=0$. Since $a'(0)=0$, so are $\psi$ and $\psi'$. With reflected amplitude $r$ and transmitted amplitude $s$, this means $1+r=s$ and $k(1-r)=qs$. Hence $r=(k-q)/(k+q)$, and
\begin{equation}
t=1-r^2=\frac{4kq}{(k+q)^2}.
\end{equation}

For torsion, stiffness and rotational inertia both scale as $S^2$ when the sections stay geometrically similar, so $a\propto\cosh^2(z/l)$. Measure lengths in units of $l$. Then $a''/a=4-2\,\mathrm{sech}^2z$, and with $q^2=k^2-4$ the outgoing solution is $\psi=(\tanh z-iq)e^{iqz}$. Differentiating twice gives
\begin{equation}
\psi''=\left[-2\,\mathrm{sech}^2z\tanh z+2iq\,\mathrm{sech}^2z-q^2\tanh z+iq^3\right]e^{iqz},
\end{equation}
which equals $-(q^2+2\,\mathrm{sech}^2z)\psi$, as required. At $z=0$, $\psi'/\psi=(1+q^2)/(-iq)=i(1+q^2)/q$. In the beam this ratio is $ik(1-r)/(1+r)$. So $(1-r)/(1+r)=Z$ with $Z=(1+q^2)/(kq)$, and $t=1-r^2=4Z/(1+Z)^2$. The cut-off is at $k=2/l$.

Between two contacts a wave is reflected repeatedly. With round-trip phase $\varphi$, the total transmission is $t^2/|1-(1-t)e^{i\varphi}|^2$. Expand $1/[1-(1-t)e^{i\varphi}]$ as a geometric series; averaging its squared modulus over $\varphi$ removes the cross terms:
\begin{equation}
\overline{\mathcal T}=t^2\sum_{n\ge0}(1-t)^{2n}=\frac{t^2}{1-(1-t)^2}=\frac t{2-t}.
\end{equation}
The average is justified when $\varphi$ varies by many radians over the thermal spectrum. It is poor close to the cut-off.

For $l=2\ \mu$m the longitudinal cut-off is $\hbar v_\ell/(lk_B)=0.0286$ K. With the computed torsional speed of 5382 m/s, the torsional cut-off is $0.0411$ K. At $0.1$ K they lie at $x_c=0.286$ and $0.411$. Since $W\approx1$ there, the cut-offs alone remove about $3x_c/\pi^2$, or 8.7\,\% and 12.5\,\% of a quantum. Inserting $t/(2-t)$ in (\ref{G}) gives the full losses:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & ideal beam (quanta) & longitudinal loss & torsional loss\\
0.05 & 4.000 & 19.0\,\% & 24.8\,\%\\
0.10 & 4.000 & 9.6\,\% & 12.6\,\%\\
0.20 & 4.075 & 4.8\,\% & 6.3\,\%\\
0.30 & 4.526 & 3.2\,\% & 4.2\,\%
\end{tabular}
\end{center}
Each loss is relative to one quantum at the same temperature. The tenths of a per cent serve for comparison with the program; the phase average is not that accurate. Keeping the phase for the $5\ \mu$m beam gives longitudinal losses of 18.4\,\% at $0.05$ K and 9.3\,\% at $0.1$ K, and leaves the torsional ones unchanged to the digits shown. The ideal values at $0.2$ and $0.3$ K are lower estimates: the sum keeps only waves with $k>0$ and positive group velocity, whereas a higher branch that falls with $k$ also carries heat to the right at negative $k$. These waves add about $0.003$ quanta at $0.2$ K and $0.016$ at $0.3$ K. On cooling at fixed $l$ the losses grow, and in the endless horn these two channels freeze out exponentially well below the cut-off. That sharp cut-off belongs to the endless model. If the horn ends in a uniform guide of width $5w$ or $20w$, the phase-averaged longitudinal share levels off near 8\,\% or 0.5\,\% instead of vanishing exponentially, and the abrupt end raises the loss at $0.1$ K to 12--13\,\%. Result (\ref{G0}) thus needs a temperature below the higher branches but above the contact cut-offs. At $0.2$ K the losses and the higher branches partly cancel, and the tabulated values give $4.075-0.048-0.063\approx3.96$ quanta. That closeness to four is accidental, and the figure leaves out the reflection of bending waves discussed in (g).

\section*{(g) The beam as a device}

\textbf{Question.} Which neglected effect matters most at $0.1$ K?

\textbf{Solution.} Of the effects sized here, contact reflection is the largest. The longitudinal and torsional losses alone leave $4.000-0.096-0.126=3.78$ quanta, or $3.58\times10^{-13}$ W/K, about 6\,\% below the ideal value. Bending waves are counted here as fully transmitted, so this figure is too high for the horn model. At the median $x=1.79$ the long-wave formula puts their wave number times $l$ at about 20, so the horn changes slowly on their scale and reflects them weakly. At low frequency this fails. Far out, where the section is wide, transverse motion is governed by shear and obeys (\ref{horn}) with a shear speed in place of $v_\ell$. Bending waves therefore also have a cut-off, near $\hbar v_s/(lk_B)\approx0.02$ K, which at $0.1$ K removes roughly 6\,\% of a quantum from each of the two bending channels if the horn is endless. At that frequency shear governs only where the section is several micrometres wide and its walls are steep, beyond the range of the one-dimensional model. For a horn ending in a uniform guide of width $5w$ or $20w$ the same model gives about 1\,\% or 4\,\%, so the bending loss depends on how the horn ends.

Surface roughness can be sized with a ray picture. A height error of Gaussian spread $\sigma$ shifts the phase of a wave reflected at normal incidence by $2k\sigma$ (rms). The mean amplitude is reduced by $e^{-(2k\sigma)^2/2}$, and the specular share is its square, $p=e^{-(2k\sigma)^2}$. At the median frequency the long-wave formula gives a bending wavelength of about 600 nm, which is rough because $kw\approx1$ there. With $\sigma=1$ nm, $1-p$ is then about $4\times10^{-4}$. Let each crossing between surfaces have length $w$. A ray caught at a random moment has on average $w/2+wp/(1-p)$ to go before its next diffuse hit, and as much behind it since the last one. Its free path is the sum, $w(1+p)/(1-p)$, or about 0.5 mm. Taking the lost share as length over length plus free path gives about $1\,\%$. Since the wavelength exceeds the width, this is an order of magnitude and not a correction to apply.

A suspended beam of this kind can thermally isolate a cryogenic detector or a part of a chip. The width and temperature chosen here suit the four-channel regime; a wider beam lowers the onset of the fifth branch in proportion to $1/w$. Of the assumptions examined here, perfect contact is the most at risk. In this model the cut-offs scale as $1/l$, so a horn of 200 nm would put the longitudinal cut-off at $0.286$ K, nearly three times the working temperature, and most of that channel would be lost. Normal-metal leads on the beam would add electronic heat flow, which is not included; in superconducting leads far below their transition temperature this flow is strongly suppressed. As a design figure, $4G_0$ is an upper limit on the phonon conductance while only the four gapless channels are thermally occupied. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
thermal integral by quadrature: 3.289868
x below which half the heat flows: 1.790
quantum divided by T: 9.4643e-13 W/K^2
chain: hot 0.12, cold 0.08 (hbar*sqrt(spring/mass)/kB)
chain: sites in each half 300
chain: time 150, current/formula 0.99999
chain: time 200, current/formula 0.99999
chain: time 250, current/formula 1.00000
chain, free joint ends: largest deviation 37.1 %
C11, C12, C44: 166, 64, 80 GPa
density: 2330 kg/m^3
beam width, length: 100, 5000 nm
horn length, roughness: 2000, 1 nm
Young modulus along [100]: 130.4 GPa
bulk shear speed: 5860 m/s
longitudinal beam speed: 7481 m/s
torsional beam speed: 5382 m/s
onset of fifth branch, hbar*omega/kB: 1.406 K
onset of fifth branch, omega/2pi: 29.30 GHz
x of that onset at 0.1 K: 14.06
one branch opening there adds: 5.42e-05 quanta
one channel at 0.1 K: 9.4643e-14 W/K
four channels at 0.1 K: 3.7857e-13 W/K
power, 0.11 K to 0.09 K: 7.571 fW
columns: T (K); ideal beam (quanta); contact loss of
longitudinal channel (%); of torsional channel (%)
0.05  4.0003  19.0  24.8
0.10  4.0003  9.6  12.6
0.20  4.0745  4.8  6.3
0.30  4.5264  3.2  4.2
longitudinal horn cut-off: 0.0286 K
torsional horn cut-off: 0.0411 K
beam at 0.1 K with these two losses: 3.778 quanta
same, as conductance: 3.576e-13 W/K
bending wave number times horn length: 20.8
bending wavelength at median x: 603 nm
diffuse share per surface hit: 4.34e-04
surface mean free path: 4.61e+05 nm
surface scattering loss: 1.07 %
\end{verbatim}
